# How a 5 K thermometer offset changes an oxidation rate constant

**Question.** An oxidation rate constant with an activation energy of 2 eV is measured in a furnace whose thermometer reads 1273 K. The oxidizing surface is really 5 K hotter or colder than the reading. By what fraction is the rate constant wrong, how does this error scale with the offset, the temperature and the activation energy, and can the oxidation data themselves reveal it?

**Answer.**

## The size of the error

Let \(T\) be the reading and \(T+d\) the actual surface temperature, so that \(d\) is positive when the thermometer reads too low. The rate constant is assumed to follow the Arrhenius law

\[
k(T)=k_0\,e^{-E/(k_BT)},
\]

with a prefactor \(k_0\) and an activation energy \(E\) that do not depend on temperature.

A simple model shows where the exponential comes from. Suppose that the energy \(\varepsilon\) available for a reaction sits in two quadratic terms, such as two components of kinetic energy. Its thermal distribution is then \(e^{-\varepsilon/(k_BT)}/(k_BT)\), and the fraction of cases with enough energy to react is

\[
\int_E^\infty \frac{e^{-\varepsilon/(k_BT)}}{k_BT}\,d\varepsilon
=\Big[-e^{-\varepsilon/(k_BT)}\Big]_E^\infty=e^{-E/(k_BT)} .
\]

When \(E\) is many times \(k_BT\), the reaction lives on the far tail of the distribution, and a small change of temperature changes the population of that tail by a much larger fraction.

To find how much larger, take the logarithm, \(\ln k=\ln k_0-E/(k_BT)\), and differentiate. Since the derivative of \(-1/T\) is \(+1/T^2\),

\[
s\equiv\frac{d\ln k}{dT}=\frac{E}{k_BT^2}.
\]

For a small offset the relative error of the rate constant is therefore

\[
\frac{\delta k}{k}\approx s\,d=\frac{E}{k_BT}\,\frac{d}{T}.
\]

The relative temperature error is multiplied by the activation energy counted in units of \(k_BT\). At 1273 K, \(k_BT=0.1097\) eV, so the multiplier is \(2/0.1097=18.23\). The relative offset is \(5/1273=0.393\) percent. The product is

\[
18.23\times0.393\ \text{percent}=7.16\ \text{percent}.
\]

The rate constant is thus wrong by about 7 percent, or 1.43 percent per kelvin. To keep the error within 1 percent, the temperature must be known to 0.70 K.

## The two signs of the offset

The measurement yields \(k(T+d)\), but the result is filed under \(T\). The ratio of the filed value to the true one needs no expansion:

\[
\ln\frac{k(T+d)}{k(T)}=-\frac{E}{k_B}\left(\frac1{T+d}-\frac1T\right)
=\frac{E\,d}{k_BT(T+d)} .
\]

This gives \(+7.39\) percent for a surface 5 K hotter than the reading and \(-6.94\) percent for one 5 K colder, both relative to the true \(k(T)\). Integrating the energy tail numerically at the three temperatures gives the same two values.

The asymmetry comes from the second-order term. From \(k'=sk\) follows \(k''=(s^2+s')k\). Here \(s'=-2E/(k_BT^3)=-2s/T\), and because \(sT=E/(k_BT)\), this equals \(-s^2\,(2k_BT/E)\). Hence

\[
\frac{k(T+d)}{k(T)}-1\approx s\,d+\frac{(s\,d)^2}{2}\left(1-\frac{2k_BT}{E}\right).
\]

The second term is \(0.228\) percent for either sign of \(d\). It raises \(+7.16\) to \(+7.39\) and brings \(-7.16\) to \(-6.93\), within 0.01 percentage point of the full result.

## How the error scales

To leading order the error is proportional to the offset and to the activation energy, and inversely proportional to the square of the absolute temperature. The same 5 K matters more in a cooler furnace: at 1173 K the estimate becomes \(7.16\times(1273/1173)^2=8.4\) percent. A process with 0.8 eV instead of 2 eV, at 1273 K, has an error smaller by the factor 0.4, which is 2.9 percent.

The linear law requires \(|s\,d|\ll1\), which is stricter than \(|d|\ll T\). An offset of 70 K is 5.5 percent of 1273 K, yet \(s\,d\) is already 1.00. The full exponent is then \(1.00\times1273/1343=0.95\), so the rate constant is too large by a factor of about 2.6, where the linear law would give 2.0.

## From the rate constant to the film

An experiment measures an oxide thickness \(x\), and the rate constant is inferred from it. The oxidant must diffuse through the oxide and then react at the interface below. Let \(c\) be its concentration at the interface divided by that at the outer surface of the oxide. If the reaction is of first order, the growth rate is \(v=Lc\), where \(L\) is the linear rate constant. Steady diffusion through the thickness \(x\) supplies \(v=(B/2x)(1-c)\), where \(B\) is the parabolic rate constant. Inserting \(c=v/L\) into the second relation gives \(2xv/B=1-v/L\), and so

\[
\frac{dx}{dt}=v=\frac{1}{1/L+2x/B}.
\]

Separating the variables and integrating from a bare surface gives

\[
\frac{x}{L}+\frac{x^2}{B}=t .
\]

Now vary \(L\) and \(B\) at fixed time. Because \(d(1/L)=-(1/L)\,d\ln L\), and likewise for \(B\),

\[
\left(\frac1L+\frac{2x}{B}\right)dx=\frac{x}{L}\,d\ln L+\frac{x^2}{B}\,d\ln B .
\]

Multiplying by \(B/x\) and writing \(A=B/L\) turns this into

\[
d\ln x=\frac{A\,d\ln L+x\,d\ln B}{A+2x}.
\]

A thin film, \(x\ll A\), carries the full relative error of \(L\). A thick film, \(x\gg A\), carries half that of \(B\).

As an example take \(L=12\) nm/min with 2 eV and \(B=5000\) nm²/min with 0.8 eV, both at 1273 K, and a run of 5 min. Then \(A=5000/12=416.7\) nm, and the positive root of \(x^2+Ax-Bt=0\) is

\[
x=-\frac A2+\sqrt{\frac{A^2}{4}+Bt}=53.2\ \text{nm}.
\]

The sensitivities of \(L\) and \(B\) are 1.432 and \(0.4\times1.432=0.573\) percent per kelvin, so that of the thickness is

\[
\frac{416.7\times1.432+53.2\times0.573}{416.7+106.4}=1.20\ \text{percent per K}.
\]

For 5 K this is 6.0 percent. Integrating the growth law at the shifted temperatures gives 56.5 nm for the hotter surface and 50.1 nm for the colder one, changes of \(+6.1\) and \(-5.9\) percent. The thickness error is smaller than that of \(L\) because diffusion already limits part of the growth and depends less on temperature.

The inference restores the larger error. Ten thicknesses, computed for 1 to 10 min of growth at 1278 K and fitted to \(t=x/L+x^2/B\), return \(L=12.89\) nm/min. Filed under 1273 K, this is 7.39 percent too high. The quality of the fit gives no warning, since noise-free data grown at a constant 1278 K obey the growth law with the constants that belong to 1278 K.

## Can an Arrhenius plot reveal the offset?

Suppose that \(L\) is measured at several readings, with the same offset each time, and that \(\ln L\) is plotted against \(u=1/T_{\text{read}}\). The actual inverse temperature is \(1/(1/u+d)=u/(1+du)\), so that, with \(k_0\) now the prefactor of \(L\),

\[
\ln L=\ln k_0-\frac{E}{k_B}\,\frac{u}{1+du}.
\]

The derivative of \(u/(1+du)\) is \(1/(1+du)^2\). The slope at the centre \(u_0\) of the plot therefore corresponds to the apparent activation energy

\[
E_{\text{app}}=\frac{E}{(1+du_0)^2}.
\]

For readings from 1173 to 1373 K, \(1/u_0=1265\) K. With \(d=+5\) K the result is \(E_{\text{app}}=1.984\) eV, too low by 0.8 percent. A straight-line fit to the computed points gives the same value.

The offset also bends the plot. To first order in \(d\), \(u/(1+du)\approx u-du^2\). Put \(u=u_0+w\), with \(w\) running from \(-h\) to \(h\), so that \(u^2=u_0^2+2u_0w+w^2\). A straight line absorbs the first two terms, and what remains in \(\ln L\) is \((E/k_B)\,d\,w^2\). For evenly spread points the best line removes the mean of \(w^2\), which is \(h^2/3\). The largest residual lies at the ends, where \(w^2=h^2\):

\[
|\Delta\ln L|_{\max}\approx\frac23\,\frac{E}{k_B}\,|d|\,h^2 .
\]

With \(h=6.21\times10^{-5}\) K\(^{-1}\) this is \(3\times10^{-4}\), or 0.03 percent of \(L\), and the straight-line fit confirms that size. The errors of the points run from about 9 percent at the lowest reading to about 6 percent at the highest, yet the bend they leave is more than two hundred times smaller. With only a handful of readings, each rate constant would have to be known to about two parts in ten thousand for this bend to reach even two standard errors. Even then the bend would not identify the offset, because a prefactor that varies weakly with temperature also bends the plot: one proportional to \(T\) leaves a residual of about 0.2 percent, seven times larger. An independent measurement of the surface temperature is therefore needed.

If \(L(T)\) is already known from a well-calibrated furnace, for the same crystal face and the same steam pressure, the argument can be turned round. The film then serves as a thermometer for small offsets, with \(d\approx(\delta L/L)/s\), and a ratio of the measured to the calibrated \(L\) good to 1 percent fixes the surface temperature to 0.7 K. The pressure must be controlled equally well: if \(L\) is proportional to it, an unnoticed rise of 2 percent would be mistaken for an offset of 1.4 K. The wafer must also be at its final temperature from the start. With the warm-up described below (20 K too cold at first, time constant 0.5 min), the same fit of ten thicknesses from 1 to 10 min returns \(L=11.3\) nm/min, about 6 percent low, which would be read as an offset of about \(-4\) K.

## Comparison with a real furnace

The example lies in the regime of steam oxidation of silicon near 1000 °C. Its values of \(L\), \(B\) and the activation energies are rough typical ones, and \(L\) differs between crystal faces. The 7 percent does not depend on the value of \(L\), but it does depend on its activation energy: an uncertainty of 0.1 eV moves the estimate by 0.36 percentage points. A prefactor proportional to \(T\), at unchanged \(E\), would increase the size of the error by about \(|d|/T\), or 0.4 percentage points. Temperature noise of 2 K rms about the correct mean raises the average \(L\) by only 0.04 percent, because its first-order effect averages out.

Real runs also depart from the assumption of constant conditions, and this matters more. If \(L\) and \(B\) are both proportional to the steam pressure, a 2 percent rise in pressure thickens the film by 1.8 percent. A wafer that is 20 K too cold when steam is admitted, and approaches its final temperature with a time constant of 0.5 min, ends with a film 2.4 percent thinner. These shifts are about three tenths and two fifths of the 6 percent that the 5 K offset causes in the same film. Before a thickness deviation in so short a run is blamed on the thermometer, the pressure and the warm-up have to be known. The values behind these comparisons are listed in the numerical output.

## Computed values

```
Read temperature T: 1273 K
Offset size |d|: 5 K
Activation energy E of L: 2.0 eV
Boltzmann constant times 1e5: 8.6173 eV/K
Thermal energy kB T: 0.1097 eV
Ratio E/(kB T): 18.23 (pure number)
Relative offset d/T: 0.393 percent
Sensitivity E/(kB T^2): 1.432 percent per K
Linear estimate of change: 7.16 percent
Exact change, surface 5 K hotter: 7.39 percent
Exact change, surface 5 K colder: -6.94 percent
Same from energy tail, hotter: 7.39 percent
Same from energy tail, colder: -6.94 percent
Second-order term: 0.228 percent
Offset giving 1 percent (linear): 0.70 K
Linear constant L at T: 12.0 nm/min
Parabolic constant B at T: 5000 nm^2/min
Activation energy of B: 0.8 eV
Length A = B/L: 416.7 nm
Run time: 5.0 min
Thickness at T: 53.21 nm
Thickness, surface 5 K hotter: 56.45 nm
Thickness, surface 5 K colder: 50.07 nm
Thickness change, hotter: 6.10 percent
Thickness change, colder: -5.89 percent
Thickness sensitivity, formula: 1.199 percent per K
Thickness sensitivity, numeric: 1.199 percent per K
Change of B, hotter: 2.89 percent
L fitted to growth at T + 5 K: 12.887 nm/min
Error of fitted L: 7.39 percent
Arrhenius plot, lowest reading: 1173 K
Arrhenius plot, highest reading: 1373 K
Arrhenius plot, centre 1/u0: 1265.1 K
Half-width h times 1e5: 6.209 1/K
Apparent activation energy, fit: 1.9843 eV
Apparent activation energy, formula: 1.9843 eV
Largest plot residual, fit: 0.0293 percent
Largest plot residual, formula: 0.0298 percent
Neglected: prefactor like T adds: 0.39 percent
Neglected: assumed error of E: 0.1 eV
  its effect on the estimate: 0.36 percent
Neglected: temperature noise, rms: 2.0 K
  its effect on mean L: 0.037 percent
Neglected: steam pressure change: 2.0 percent
  its effect on thickness: 1.79 percent
Neglected: wafer cold at start by: 20 K
  warming time constant: 0.5 min
  its effect on thickness: -2.39 percent
```
